# Cooling of a 3 nm thermal spike: diffusion and its limits

## Problem

A heavy ion implanted into a crystal can start a dense collision cascade, which leaves a small hot region called a thermal spike. Take the initial temperature rise above ambient to be

\[
\Delta T(r,0)=\Delta T_0\,e^{-r^2/a^2},\qquad a=3\ \text{nm},
\]

in a uniform, isotropic solid of thermal diffusivity \(D=0.1\ \text{cm}^2/\text{s}\).

1. If ordinary heat diffusion with constant \(D\) applies, how long does the centre take to lose half, and nine tenths, of its rise? How much does the answer depend on the shape of the region?
2. Let the heat in this solid be carried by phonons, and take their speed to be 2 km/s. Does ordinary diffusion apply at 3 nm? If not, what becomes of the cooling time?
3. Let the solid be InSb at 300 K and the deposited energy 1 keV. How far do melting and a temperature-dependent \(D\) shift the diffusion result?

## Solution

### 1. The diffusion estimate

Let \(C\) be the heat capacity per volume and \(\kappa\) the conductivity. Energy conservation with Fourier's law, heat flux \(=-\kappa\nabla T\), gives \(C\,\partial_t T=\nabla\cdot(\kappa\nabla T)\). For constant \(C\) and \(\kappa\), the relative rise \(\theta=\Delta T/\Delta T_0\) obeys

\[
\partial_t\theta=D\nabla^2\theta,\qquad D=\kappa/C .
\]

The only time that can be formed from \(a\) and \(D\) is \(a^2/D\), up to a number. In convenient units

\[
D=0.1\times\frac{10^{14}\ \text{nm}^2}{10^{12}\ \text{ps}}=10\ \text{nm}^2/\text{ps},
\qquad \frac{a^2}{D}=\frac{9}{10}=0.9\ \text{ps}.
\]

To find the number, try a Gaussian whose height and width change, \(\theta=A(t)\,e^{-r^2/b(t)}\). Its derivatives are

\[
\partial_t\theta=\left(\frac{A'}{A}+\frac{r^2b'}{b^2}\right)\theta,\qquad
\nabla^2\theta=\left(\frac{4r^2}{b^2}-\frac{6}{b}\right)\theta .
\]

In the Laplacian, each of the three coordinates contributes \(4x_i^2/b^2-2/b\). The diffusion equation must hold at every \(r\), so the terms in \(r^2\) and the constant terms match separately:

\[
b'=4D,\qquad \frac{A'}{A}=-\frac{6D}{b}.
\]

With \(b(0)=a^2\) the first gives \(b=a^2+4Dt\). The second then integrates to \(\ln A=-\tfrac{6D}{4D}\ln(b/a^2)\), so the centre follows

\[
\theta(0,t)=\left(1+\frac{4Dt}{a^2}\right)^{-3/2}.
\]

Setting this equal to a fraction \(f\), raising both sides to the power \(-2/3\) and solving for \(t\) gives

\[
t_f=\frac{a^2}{4D}\left(f^{-2/3}-1\right).
\]

Here \(a^2/4D=0.225\) ps, so

\[
t_{1/2}=0.225\,(1.587-1)=0.13\ \text{ps},\qquad
t_{1/10}=0.225\,(4.642-1)=0.82\ \text{ps}.
\]

A finite-volume solution of the heat equation gives 0.132 ps and 0.820 ps, in agreement. At \(t=a^2/D\) the centre keeps \(5^{-3/2}=0.089\) of its rise, so 0.9 ps is the time in which about nine tenths is lost. It is not an exponential time constant: the decay ends in a \(t^{-3/2}\) tail, and the last hundredth is reached after 4.6 ps.

**A uniform ball.** Suppose instead that the rise is constant inside radius \(R=3\) nm and zero outside. The response to a point source follows from the Gaussian solution: divide by the initial volume integral \(\pi^{3/2}a^3\) and let \(a\to0\). This gives \((4\pi Dt)^{-3/2}e^{-r^2/4Dt}\). Summing over the sources in the ball, with \(s=r/\sqrt{4Dt}\) and \(x=R/\sqrt{4Dt}\),

\[
\theta(0,t)=\int_0^R\frac{4\pi r^2e^{-r^2/4Dt}}{(4\pi Dt)^{3/2}}\,dr
=\frac{4}{\sqrt\pi}\int_0^x s^2e^{-s^2}ds .
\]

Integration by parts, with \(s\,e^{-s^2}\) as the derivative of \(-\tfrac12e^{-s^2}\), gives

\[
\theta(0,t)=\operatorname{erf}(x)-\frac{2x}{\sqrt\pi}\,e^{-x^2}.
\]

The half-time is 0.19 ps and the time to one tenth 0.77 ps. The ball starts more slowly than the Gaussian because its profile is flat at the centre, where \(\nabla^2\theta=0\) at first. It ends lower because at late times the central rise is proportional to the total heat, and the ball holds \(\tfrac{4\pi}{3}R^3=4.19R^3\) against \(\pi^{3/2}a^3=5.57a^3\).

**A long track.** For a Gaussian cylinder the Laplacian has two coordinates, so the constant term is \(-4/b\) in place of \(-6/b\). Then \(A'/A=-4D/b\), and \(\theta(0,t)=(1+4Dt/a^2)^{-1}\). The time to one tenth is \(9\times0.225=2.0\) ps, since heat can spread in two directions only.

If "3 nm" means a diameter, then \(a=1.5\) nm and every time falls by a factor of four. The diffusion estimate is thus a picosecond or less for a compact region, and about two picoseconds for a track.

### 2. Does ordinary diffusion apply?

**The mean free path.** Fourier's law presumes that carriers scatter many times while crossing the hot region. Let all carriers have speed \(v\) and a mean time \(\tau\) between collisions, each of which makes the direction random. The mean free path is \(\Lambda=v\tau\). Free paths are exponentially distributed, so their mean square is \(2\Lambda^2\). After a long time \(t\) there have been about \(t/\tau\) independent flights, and the mean square displacement is

\[
\langle X^2\rangle=\frac{t}{\tau}\,2\Lambda^2=2v\Lambda t .
\]

The point-source solution has variance \(2Dt\) along each axis, hence \(\langle X^2\rangle=6Dt\). Equating the two gives

\[
D=\frac{v\Lambda}{3},\qquad \Lambda=\frac{3D}{v}=\frac{3\times10}{2}=15\ \text{nm},\qquad
\tau=\frac{\Lambda}{v}=7.5\ \text{ps}.
\]

The mean free path is five times the size of the region, and the collision time is far longer than the computed cooling time. The given \(D\) and a phonon speed of 2 km/s are therefore inconsistent with ordinary diffusion at 3 nm.

**A lower bound on the cooling time.** A carrier that is at the centre at time \(t\) started at a point displaced by \(-\mathbf X\), where \(\mathbf X\) is its net displacement. The central rise is the initial profile averaged over these displacements:

\[
\theta(0,t)=\left\langle e^{-X^2/a^2}\right\rangle .
\]

No carrier moves farther than \(vt\), so in this model, whatever the scattering,

\[
\theta(0,t)\ \ge\ e^{-v^2t^2/a^2},
\]

with equality for free flight. The centre cannot reach one half before

\[
t=\frac{a}{v}\sqrt{\ln2}=1.5\times0.833=1.25\ \text{ps},
\]

nor one tenth before \(1.5\sqrt{\ln10}=2.3\) ps. The Fourier half-time of 0.13 ps breaks this bound. By then a phonon has moved 0.26 nm, and at least \(e^{-(0.26/3)^2}=0.99\) of the central rise must remain. The diffusion equation fails here because it assumes many collisions, while 0.13 ps is only a small fraction of the collision time of 7.5 ps.

**With scattering included.** The energy distribution \(f\) obeys the Boltzmann equation with one speed and isotropic scattering. For a component \(e^{i\mathbf k\cdot\mathbf r}\), with \(\mu\) the cosine between \(\mathbf k\) and the direction of flight,

\[
\partial_t f=-ikv\mu f-\frac{f-\langle f\rangle}{\tau},
\]

where \(\langle f\rangle\) is the average over directions. Start each component from \(f=1\). The Gaussian has the Fourier transform \(\pi^{3/2}a^3e^{-k^2a^2/4}\). Multiplying by \(4\pi k^2dk/(2\pi)^3\) and integrating gives the centre:

\[
\theta(0,t)=\frac{a^3}{2\sqrt\pi}\int_0^\infty k^2e^{-k^2a^2/4}\,\langle f\rangle\,dk .
\]

When \(k\Lambda\ll1\) and \(t\gg\tau\), the scattering term keeps \(f\) close to its average, and to first order \(f\approx(1-ikv\tau\mu)\langle f\rangle\). Averaging the Boltzmann equation removes the scattering term. Since \(\langle\mu\rangle=0\) and \(\langle\mu^2\rangle=1/3\),

\[
\partial_t\langle f\rangle=-ikv\langle\mu f\rangle
=(-ikv)(-ikv\tau)\tfrac13\langle f\rangle=-\frac{v^2\tau}{3}k^2\langle f\rangle .
\]

This is diffusion with \(D=v^2\tau/3=v\Lambda/3\), as before.

For \(a=3\) nm a numerical solution of the full equation gives 1.29 ps to one half and 2.56 ps to one tenth. These are 9.8 and 3.1 times the Fourier values. The half-time lies close to the free-flight bound, as expected when most carriers leave without a collision. For a region ten mean free paths wide in radius, \(a=150\) nm, the same equation gives a half-time of 337 ps against 330 ps from Fourier's law. There, ordinary diffusion is good to about 2%.

So in this model the picosecond scale survives at 3 nm, but for a different reason: the time is set by \(a/v=1.5\) ps, not by \(a^2/D\). That the two are close is a coincidence of the numbers. At fixed \(v\) and \(D\), halving \(a\) in the free-flight regime halves the cooling time, whereas diffusion would quarter it.

**When diffusion would be right.** Take \(\Lambda\le a/10\) as the condition. Then \(D=v\Lambda/3\le va/30=0.2\ \text{nm}^2/\text{ps}\), or 0.002 cm²/s, and \(a^2/D\ge45\) ps. By the formula for \(t_f\), a 3 nm region in which phonons at 2 km/s really diffuse thus needs about 40 ps or more to lose nine tenths of its central rise.

### 3. A 1 keV spike in InSb

With density 5.8 g/cm³ and molar mass 236.6 g/mol, the molar volume is 40.8 cm³. The classical (Dulong-Petit) heat capacity is \(3R\) per mole of atoms, hence \(6R\) per mole of InSb. This gives \(C=1.22\ \text{J}/(\text{cm}^3\,\text{K})=7.63\times10^{-3}\ \text{eV}/(\text{nm}^3\,\text{K})\). The deposited energy is \(E=C\,\Delta T_0\,\pi^{3/2}a^3\), so without melting

\[
\Delta T_0=\frac{1000\ \text{eV}}{7.63\times10^{-3}\times150.3\ \text{eV/K}}\approx871\ \text{K}.
\]

The peak would be 1171 K, above the melting point of roughly 800 K.

**Latent heat.** A heat of fusion of roughly 48 kJ/mol, divided by \(6R\), equals the heat of a 962 K rise. The centre has \(871-500=371\) K to spare above the melting point, so in equilibrium a fraction \(371/962=0.39\) of it melts, and it stays at 800 K. Let \(u\) be the enthalpy above ambient divided by \(C\), with \(C\) the same in both phases. Then

\[
\partial_t u=\nabla\cdot(D\nabla T),
\]

where \(T\) stays at 800 K while \(u\) lies between 500 K and 1462 K. Initially this holds wherever \(871\,e^{-r^2/a^2}>500\), that is for \(r<2.2\) nm. With no temperature gradient inside this core, the centre loses no heat until the core has frozen inwards. The time to half of the unmelted peak rise rises from 0.13 to 0.21 ps, while the time to one tenth hardly changes, from 0.82 to 0.83 ps. The 0.21 ps is the moment the core finishes freezing; half of the actual 500 K rise of the centre is reached at 0.31 ps. A front crossing 2.2 nm in 0.21 ps moves at over 10 km/s, several times the speed of sound, so this time is a property of the Fourier model and not a freezing time of a real crystal.

**Variable diffusivity.** Let \(D\propto1/T\), with 0.1 cm²/s at 450 K. At 1171 K it is then 0.038 cm²/s, which slows the start. Below 450 K it exceeds 0.1 cm²/s, which is consistent with the shorter time to one tenth, 0.72 ps. With both effects the times are 0.30 and 0.72 ps. These corrections are made within Fourier's law. For the half-time they amount to a factor of about two, much less than the factor of ten from the long mean free path.

## Cases compared

Times are for the centre to fall to the stated fraction of \(\Delta T_0\), with \(a\) or \(R\) equal to 3 nm unless noted.

| Case | to 1/2 (ps) | to 1/10 (ps) |
|---|---|---|
| Fourier, Gaussian | 0.13 | 0.82 |
| Fourier, \(a=1.5\) nm | 0.03 | 0.20 |
| Fourier, uniform ball | 0.19 | 0.77 |
| Fourier, long cylinder | 0.23 | 2.0 |
| Fourier, latent heat and \(D\propto1/T\) | 0.30 | 0.72 |
| Free flight, 2 km/s | 1.25 | 2.3 |
| Boltzmann, 2 km/s | 1.29 | 2.6 |

## Set beside a real cascade

The material inputs are rough values for InSb, and \(D=0.1\ \text{cm}^2/\text{s}\) suits the warm crystal. One doubtful assumption is that a single kind of phonon holds and carries all the heat. InSb has two atoms per primitive cell, so three of its six vibrational branches are optical. If these hold half the heat but carry none of it, then \(D=\tfrac12v\Lambda/3\), and the mean free path doubles to 30 nm. Heat in the optical branches must also pass to the acoustic ones before it can leave, and in equilibrium as much heat passes back. Suppose that all acoustic phonons behave alike and that each passage to the optical branches ends a free path. With equal heat in the two groups, the exchange time \(\tau_x\) is then at least the acoustic collision time, \(30/2=15\) ps. Optical heat that has not yet passed over stays where it was, so the centre keeps at least \(\tfrac12e^{-t/\tau_x}\) of its rise. It cannot reach one tenth before \(15\ln5=24\) ps. Disorder acts differently. If the damaged region and its surroundings scattered phonons every 0.5 nm, then \(D=2\times0.5/3=0.33\ \text{nm}^2/\text{ps}\), and the formula for \(t_f\) would give 4 ps to one half and 25 ps to one tenth. A free path of 0.5 nm is somewhat longer than \(a/10\), and the Boltzmann equation gives 4.2 and 25 ps. These values count all the heat as mobile; if half of it sits in optical branches that exchange quickly, \(D\) is halved and the times double. The time of 2.6 ps to one tenth therefore belongs to the simple model, in which all the heat moves at 2 km/s with a mean free path of 15 nm. Real InSb has no single speed. Long-wave transverse phonons travel at about 2 km/s and longitudinal ones at roughly 3.7 km/s, while phonons near the edge of the Brillouin zone are slower and the heat they hold takes longer to leave. Neither 2.6 ps nor the free-flight bounds of 1.25 and 2.3 ps are predictions for real InSb. Disorder as strong as in this example lengthens the half-time about threefold and the time to one tenth about tenfold.

Temperature itself is a doubtful notion at the shortest times. A Debye temperature of roughly 200 K corresponds to a vibration period of about \(h/(k_BT_D)=0.24\) ps, longer than the Fourier half-time of 0.13 ps. Even the optical vibrations, the fastest in InSb, take roughly 0.18 ps. Local equilibrium among the atoms is not assured within a single vibration, so equilibrium melting is an idealization as well. The model also leaves out energy held by excited electrons and the separate transport properties of the melt. The numerical output below lists the material inputs and the main computed times.

## Computed values

```
Radius a: 3.0 nm
Diffusivity D: 0.10 cm^2/s = 10.0 nm^2/ps
Scale a^2/D: 0.900 ps
Scale a^2/(4D): 0.225 ps
Gaussian, centre left at a^2/D: 0.0894
Uniform ball, centre left at R^2/D: 0.0811
Cylinder, centre left at a^2/D: 0.2000
Fourier time to 1/2: 0.132 ps
Fourier time to 1/10: 0.819 ps
Fourier time to 1/100: 4.62 ps
Finite-volume time to 1/2: 0.132 ps
Finite-volume time to 1/10: 0.820 ps
Uniform ball time to 1/2: 0.190 ps
Uniform ball time to 1/10: 0.770 ps
Cylinder time to 1/10: 2.025 ps
Time to 1/10 if a = 1.5 nm: 0.205 ps
InSb density (rough): 5.8 g/cm^3
InSb molar mass: 236.6 g/mol
InSb molar volume: 40.8 cm^3/mol
Heat capacity (6R per mole): 1.223 J/(cm^3 K)
Heat capacity: 7.633e-03 eV/(nm^3 K)
Effective spike volume: 150.3 nm^3
Atoms in that volume: 4439
Spike energy: 1000 eV
Ambient temperature: 300 K
Peak rise without melting: 871 K
Peak temperature without melting: 1171 K
Melting point (rough): 800 K
Heat of fusion (rough): 48 kJ/mol
Latent heat / heat capacity: 962 K
Initial molten fraction at centre: 0.39
Phonon speed (rough): 2.0 km/s
Mean free path 3D/v: 15.0 nm
Mean free path / a: 5.0
Scattering time: 7.5 ps
Flight time a/v: 1.50 ps
Free-flight time to 1/2: 1.25 ps
Boltzmann time to 1/2: 1.29 ps
Boltzmann time to 1/10: 2.56 ps
Boltzmann / Fourier, time to 1/2: 9.8
Boltzmann / Fourier, time to 1/10: 3.1
Large region, a = 10 mean free paths: 150 nm
Large region, Fourier time to 1/2: 330 ps
Large region, Boltzmann time to 1/2: 337 ps
Debye temperature (rough): 200 K
Shortest vibration period: 0.24 ps
Reference temperature for D ~ 1/T: 450 K
Times for the centre to fall to 1/2 and 1/10 of the unmelted peak:
  latent heat: 0.209 ps, 0.826 ps
  D ~ 1/T: 0.199 ps, 0.716 ps
  both: 0.299 ps, 0.725 ps
```
